# One-loop exponents of the conserved Lai-Das Sarma growth equation: test program

```python
"""
Result under test: for the conserved growth equation
    dh/dt = -K Lap^2 h + (lam/2) Lap (grad h)^2 + eta,  <eta eta> = 2 D delta delta,
the one-loop renormalization group gives, for d < 4 substrate dimensions,
    roughness exponent alpha = (4-d)/3,  dynamic exponent z = (8+d)/3.
Symbols: K stiffness, lam nonlinearity, D noise strength, d dimension,
q fast wavenumber, k slow wavenumber, cutoff = largest wavenumber,
g = S_d lam^2 D cutoff^(d-4) / K^3 dimensionless coupling,
A_d = (6-d)/(4d) one-loop stiffness coefficient, l = ln(cutoff/k).
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_continuous_lyapunov


def A_coef(d):
    return (6.0 - d) / (4.0 * d)


# ---- stiffness coefficient: angular average of the unexpanded loop kernel ----
def loop_average(d, k, centred):
    """Average over directions of q (|q|=1) of the loop kernel, over k^2."""
    if d == 1:
        c = np.array([1.0, -1.0])
        w = np.array([0.5, 0.5])
    else:
        x, w = np.polynomial.legendre.leggauss(200)
        theta = 0.5 * np.pi * (x + 1)
        c = np.cos(theta)
        w = w * np.sin(theta) ** (d - 2)
        w = w / w.sum()
    shift = 0.5 * k if centred else 0.0
    a_par, b_par = shift + c, k - shift - c
    perp2 = 1 - c**2
    a2, b2 = a_par**2 + perp2, b_par**2 + perp2
    ab = a_par * b_par - perp2
    kernel = ab * b2 * a_par * k / (a2**2 * (a2**2 + b2**2))
    return np.sum(w * kernel) / k**2


print("Stiffness coefficient (dimensionless): quadrature, formula, uncentred")
for d in (1, 2, 3, 4):
    num, unc = loop_average(d, 0.003, True), loop_average(d, 0.003, False)
    assert abs(num - A_coef(d)) < 1e-3
    assert abs(unc - 1 / (2 * d)) < 1e-3
    print(f"  d={d}: {num:.4f}  {A_coef(d):.4f}  {unc:.4f}")


# ---- fast modes on a frozen wavy background, ring of length 2 pi, d = 1 ----
def band_response(n1):
    """Background slope s cos x; fast modes n1..2 n1; K = lam = D = 1.
    Returns stiffness shift, its predicted value, and the quadratic response
    relative to the largest single vertex diagram."""
    ring = 2 * np.pi
    n = np.arange(n1, 2 * n1 + 1).astype(float)
    s = 0.03 * n1
    drift = np.diag(-n**4).astype(complex)
    for i in range(len(n) - 1):
        drift[i + 1, i] = -1j * n[i + 1] ** 2 * n[i] * s / 2
        drift[i, i + 1] = -1j * n[i] ** 2 * n[i + 1] * s / 2
    cov = solve_continuous_lyapunov(drift, -2 / ring * np.eye(len(n)))
    slopes = n[:, None] * n[None, :] * cov
    first = 2 * np.trace(slopes, offset=-1)
    second = 2 * np.trace(slopes, offset=-2)
    int_q4 = 2 / ring * (n1**-3.0 - (2 * n1) ** -3.0) / 3
    shift = (1j * first / s).real
    vertex = (second / (s**2 / 4)).real / (0.5 * int_q4)
    return shift, A_coef(1) * int_q4, vertex


shift, shift_pred, vertex80 = band_response(80)
vertex40 = band_response(40)[2]
assert abs(shift / shift_pred - 1) < 5e-3
assert abs(vertex40) < 0.03 and abs(vertex80) < 0.01
assert 3.3 < vertex40 / vertex80 < 4.7   # vanishes as (k/q)^2
print("Fast modes on a wavy background (d=1, slow wavenumber 1)")
print(f"  stiffness shift, Lyapunov / formula = {shift / shift_pred:.5f}")
print(f"  vertex shift / one diagram, band from 40: {vertex40:.5f}")
print(f"  vertex shift / one diagram, band from 80: {vertex80:.5f}")

# ---- the three vertex diagrams, unit damping and unit frequency shift ----
def G(w):
    return 1 / (1 - 1j * w)


one_side = quad(lambda w: (-G(w) ** 3 * np.conj(G(w))).real / np.pi,
                -np.inf, np.inf)[0]
both_sides = quad(lambda w: abs(G(w)) ** 4 / np.pi, -np.inf, np.inf)[0]
assert abs(one_side + 0.25) < 1e-7 and abs(both_sides - 0.5) < 1e-7
assert abs(2 * one_side + both_sides) < 1e-7
print(f"  diagram weights: {one_side:.4f}, {one_side:.4f}, {both_sides:.4f}")

# ---- noise made by the nonlinearity, from real-space correlations, d = 1 ----
n1, k_slow = 40, 1
n = np.arange(n1, 2 * n1 + 1).astype(float)
x = 2 * np.pi * np.arange(512) / 512
u, wu = np.polynomial.legendre.leggauss(240)
t_end = 20 / n1**4
t, wt = 0.5 * t_end * (u + 1), 0.5 * t_end * wu
slope_corr = (np.exp(-np.outer(t, n**4)) / n**2) @ np.cos(np.outer(n, x)) / np.pi
space_int = (2 * slope_corr**2 * np.cos(k_slow * x)).sum(axis=1) * 2 * np.pi / 512
noise_num = 0.5 * 0.25 * k_slow**4 * 2 * np.sum(wt * space_int)
noise_formula = 0.25 * k_slow**4 / np.pi * (n1**-7.0 - (2 * n1) ** -7.0) / 7
assert abs(noise_num / noise_formula - 1) < 1e-2
print(f"  noise shift, real space / formula = {noise_num / noise_formula:.5f}")


# ---- flow of the stiffness and exponents ----
def K_cubed(d, g0, l):
    """(K/K0)^3 at scale l from the closed formula."""
    growth = l if d == 4 else np.expm1((4 - d) * l) / (4 - d)
    return 1 + 3 * A_coef(d) * g0 * growth


print("Exponents from the integrated flow: z, (8+d)/3, alpha, (4-d)/3, g*")
g_test, l_end = 0.1, 25.0
for d in (1, 2, 3, 4):
    def flow(l, y, d=d):
        grow = np.exp((4 - d) * l)
        return [A_coef(d) * g_test * grow * np.exp(-3 * y[0]),
                grow * np.exp(-y[0])]
    sol = solve_ivp(flow, (0, l_end), [0.0, 0.0], method="LSODA",
                    rtol=1e-9, atol=1e-10)
    assert sol.success
    lnK, width2 = sol.y[:, -1]
    assert abs(lnK - np.log(K_cubed(d, g_test, l_end)) / 3) < 1e-5
    if d < 4:
        dlnK, dwidth2 = flow(l_end, [lnK, width2])
        z_num, alpha_num = 4 - dlnK, 0.5 * dwidth2 / width2
        g_end = g_test * np.exp((4 - d) * l_end - 3 * lnK)
        assert abs(z_num - (8 + d) / 3) < 1e-3
        assert abs(alpha_num - (4 - d) / 3) < 1e-3
        assert abs(g_end - (4 - d) / (3 * A_coef(d))) < 1e-3
        print(f"  d={d}: {z_num:.4f} {(8 + d) / 3:.4f} "
              f"{alpha_num:.4f} {(4 - d) / 3:.4f} {g_end:.4f}")


# ---- beyond one loop: ring with modes 1 and 2 and a uniform slope ----
def mean_square_slope(lam, tilt, theta=1.0, max_degree=8):
    """Stationary <phi_x^2> from the moment hierarchy; K = 1, and each
    complex mode amplitude has noise strength 2 theta."""
    r = range(max_degree + 1)
    keys = [(i, j, p, m) for i in r for j in r for p in r for m in r
            if 0 < i + j + p + m <= max_degree and i - j + 2 * (p - m) == 0]
    index = {key: pos for pos, key in enumerate(keys)}
    mat = np.zeros((len(keys), len(keys)), complex)
    rhs = np.zeros(len(keys), complex)

    def add(row, key, value):
        if value == 0:
            return
        if sum(key) == 0:
            rhs[row] -= value
        elif key in index:
            mat[row, index[key]] += value

    for (i, j, p, m), row in index.items():
        damping = (i + j) + 16 * (p + m)
        rotation = lam * tilt * ((i - j) + 8 * (p - m))
        add(row, (i, j, p, m), -damping - 1j * rotation)
        add(row, (i - 1, j + 1, p + 1, m), -2 * lam * i)
        add(row, (i + 1, j - 1, p, m + 1), -2 * lam * j)
        add(row, (i + 2, j, p - 1, m), 2 * lam * p)
        add(row, (i, j + 2, p, m - 1), 2 * lam * m)
        add(row, (i - 1, j - 1, p, m), 2 * theta * i * j)
        add(row, (i, j, p - 1, m - 1), 2 * theta * p * m)
    mom = np.linalg.solve(mat, rhs)
    return 2 * (mom[index[(1, 1, 0, 0)]] + 4 * mom[index[(0, 0, 1, 1)]]).real


lam_s = 0.02
gaussian = 2 * (1 + 4 / 16)


def triad_shift(tilt):
    """Second-order shift of <phi_x^2>: triad damping 18, detuning 6 lam tilt."""
    return -12 * lam_s**2 * (1 - 1 / 16) * 18 / (18**2 + (6 * lam_s * tilt) ** 2)


print("Two-mode ring: shift of <(grad phi)^2> (dimensionless), formula")
shifts = []
for tilt in (0.0, 150.0):
    val = mean_square_slope(lam_s, tilt) - gaussian
    shifts.append(val)
    assert abs(val / triad_shift(tilt) - 1) < 0.02
    print(f"  slope {tilt:5.0f}: {val:.4e}  {triad_shift(tilt):.4e}")
assert abs(shifts[1] / shifts[0] - 0.5) < 0.02
assert abs(mean_square_slope(0.0, 150.0) - gaussian) < 1e-10

# ---- worked example: d = 2, lengths in a, times in tau ----
K0, lam, D, cutoff = 1.0, 2.0, 0.5, np.pi
g0 = lam**2 * D / (2 * np.pi * K0**3 * cutoff**2)
L_cross = 2 * np.pi / cutoff * np.sqrt(1 + 2 / (3 * A_coef(2) * g0))
assert abs(K_cubed(2, g0, np.log(cutoff * L_cross / (2 * np.pi))) - 2) < 1e-10


def stiffness(k):
    return K0 * K_cubed(2, g0, np.log(cutoff / k)) ** (1 / 3)


def width(L, running=True):
    def shell(lnq):
        q = np.exp(lnq)
        return D / (2 * np.pi * q**2 * (stiffness(q) if running else K0))
    return np.sqrt(quad(shell, np.log(2 * np.pi / L), np.log(cutoff),
                        epsrel=1e-10, limit=200)[0])


def relax_time(L):
    k = 2 * np.pi / L
    return 1 / (stiffness(k) * k**4)


def local_exponent(f, L):
    e = 0.01
    return (np.log(f(L * np.exp(e))) - np.log(f(L * np.exp(-e)))) / (2 * e)


print("Worked example, d=2")
print(f"  K = {K0:.1f} a^4/tau, lambda = {lam:.1f} a^3/tau")
print(f"  D = {D:.1f} a^4/tau, cutoff = {cutoff:.4f} 1/a")
print(f"  initial coupling g0 = {g0:.5f}, fixed point g* = {2/(3*A_coef(2)):.4f}")
print(f"  crossover length (K^3 doubled) = {L_cross:.2f} a")
print("  L[a]  K[a^4/tau]  z_loc  W[a]  W_linear[a]  alpha_loc  time[tau]")
for L in (10.0, 100.0, 1000.0, 10000.0):
    z_loc, al_loc = local_exponent(relax_time, L), local_exponent(width, L)
    print(f"  {L:.0f}  {stiffness(2 * np.pi / L):.4f}  {z_loc:.4f}  "
          f"{width(L):.4f}  {width(L, False):.4f}  {al_loc:.4f}  "
          f"{relax_time(L):.4e}")
assert abs(z_loc - 10 / 3) < 1e-3 and abs(al_loc - 2 / 3) < 1e-2

print("all tests passed")
```

Running it gives:

```
Stiffness coefficient (dimensionless): quadrature, formula, uncentred
  d=1: 1.2500  1.2500  0.5000
  d=2: 0.5000  0.5000  0.2500
  d=3: 0.2500  0.2500  0.1667
  d=4: 0.1250  0.1250  0.1250
Fast modes on a wavy background (d=1, slow wavenumber 1)
  stiffness shift, Lyapunov / formula = 0.99986
  vertex shift / one diagram, band from 40: -0.00970
  vertex shift / one diagram, band from 80: -0.00251
  diagram weights: -0.2500, -0.2500, 0.5000
  noise shift, real space / formula = 0.99805
Exponents from the integrated flow: z, (8+d)/3, alpha, (4-d)/3, g*
  d=1: 3.0000 3.0000 1.0000 1.0000 0.8000
  d=2: 3.3333 3.3333 0.6667 0.6667 1.3333
  d=3: 3.6667 3.6667 0.3333 0.3333 1.3333
Two-mode ring: shift of <(grad phi)^2> (dimensionless), formula
  slope     0: -2.4988e-04  -2.5000e-04
  slope   150: -1.2497e-04  -1.2500e-04
Worked example, d=2
  K = 1.0 a^4/tau, lambda = 2.0 a^3/tau
  D = 0.5 a^4/tau, cutoff = 3.1416 1/a
  initial coupling g0 = 0.03225, fixed point g* = 1.3333
  crossover length (K^3 doubled) = 13.01 a
  L[a]  K[a^4/tau]  z_loc  W[a]  W_linear[a]  alpha_loc  time[tau]
  10  1.1648  3.7449  0.2987  0.3111  0.9698  5.5082e+00
  100  3.9461  3.3439  1.9086  3.1740  0.7011  1.6260e+04
  1000  18.2197  3.3334  9.0961  31.7468  0.6686  3.5216e+07
  10000  84.5637  3.3333  42.2789  317.4682  0.6668  7.5875e+10
all tests passed
```
